# Debugging a numerical check: Polarization from Two Nonpolar Distortions: Trilinear Coupling in Hybrid Improper Ferroelectrics

```python
"""Hybrid improper ferroelectricity: polarization from a trilinear coupling.

Result under test: if Q1 and Q2 are condensed nonpolar distortions and u is a
stable polar displacement (stiffness kappa > 0) with energy gamma*Q1*Q2*u, then
u = -(gamma/kappa)*Q1*Q2 and P = Z*e*u/V, to leading order in the amplitudes.

Part 1 finds the allowed invariants of A(n+1)B(n)O(3n+1) slabs by explicit
symmetry operations on atomic displacement fields.
Part 2 relaxes A ions in a slab with an A-O pair repulsion; R and T are the
oxygen displacements (angstrom) due to octahedral rotation and tilt.
Part 3 minimizes a Landau energy (eV per formula unit, amplitudes in angstrom).
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import minimize, minimize_scalar, root

X, Y, ZAXIS = np.eye(3)


# ---------- Part 1: slab geometry and symmetry ----------
def make_slab(layers):
    """2x2 in-plane cell; positions are integers in units of a/2."""
    species, pos, rot_sign, tilt_sign, arms = [], [], [], [], []

    def add(kind, where, rs, ts, arm):
        species.append(kind)
        pos.append(where)
        rot_sign.append(rs)
        tilt_sign.append(ts)
        arms.append(arm)

    for i, j in product(range(2), repeat=2):
        eta = (-1) ** (i + j)
        for l in range(layers):
            for arm in ((1, 0, 0), (0, 1, 0)):
                where = ((2*i + arm[0]) % 4, (2*j + arm[1]) % 4, 2*l)
                add("O", where, eta, eta * (-1) ** l, arm)
        for p in range(layers + 1):
            add("O", (2*i, 2*j, 2*p - 1), eta, eta * (-1) ** (p + 1), (0, 0, 1))
            add("A", (2*i + 1, 2*j + 1, 2*p - 1), 0, 0, (0, 0, 0))
    arms = np.array(arms, float)
    rs = np.array(rot_sign, float)[:, None]
    ts = np.array(tilt_sign, float)[:, None]
    return dict(layers=layers, species=np.array(species), pos=np.array(pos),
                rot=rs * np.cross(ZAXIS, arms),
                tilt_x=ts * np.cross(X, arms), tilt_y=ts * np.cross(Y, arms))


def invariant_projectors(slab):
    """Group averages of products of the representations of R, T and u."""
    is_a = (slab["species"] == "A").astype(float)[:, None]
    bases = dict(R=[slab["rot"]], T=[slab["tilt_x"], slab["tilt_y"]],
                 u=[is_a * X, is_a * Y])
    index = {(s, tuple(p)): k for k, (s, p)
             in enumerate(zip(slab["species"], slab["pos"].tolist()))}
    centre = np.array([0, 0, slab["layers"] - 1])
    words = ["u", "Ru", "Tu", "RRu", "TTu", "RTu"]
    total = {w: 0.0 for w in words}
    count = 0
    for swap, sx, sy, sz, tx, ty in product((0, 1), (1, -1), (1, -1), (1, -1),
                                            (0, 2), (0, 2)):
        op = np.diag([sx, sy, sz])
        if swap:
            op = op[:, [1, 0, 2]]
        new = (slab["pos"] - centre) @ op.T + centre + np.array([tx, ty, 0])
        new[:, :2] %= 4
        target = [index[(s, tuple(p))] for s, p
                  in zip(slab["species"], new.tolist())]
        rep = {}
        for name, fields in bases.items():
            matrix = np.zeros((len(fields), len(fields)))
            for k, field in enumerate(fields):
                moved = np.zeros_like(field)
                moved[target] = field @ op.T
                for m, other in enumerate(fields):
                    matrix[m, k] = np.sum(other * moved) / np.sum(other**2)
            assert np.allclose(matrix @ matrix.T, np.eye(len(fields)))
            rep[name] = matrix
        for w in words:
            prod = np.eye(1)
            for letter in w:
                prod = np.kron(prod, rep[letter])
            total[w] = total[w] + prod
        count += 1
    return {w: total[w] / count for w in words}


slabs = {n: make_slab(n) for n in (1, 2, 3)}
trilinear_count = {}
for n, slab in slabs.items():
    proj = invariant_projectors(slab)
    for word in ("u", "Ru", "Tu", "RRu", "TTu"):
        assert abs(np.trace(proj[word])) < 1e-12
    trilinear_count[n] = int(round(np.trace(proj["RTu"])))
    if n == 2:
        form = np.array([1, 0, 0, 1]) / np.sqrt(2)   # R*(Tx*ux + Ty*uy)
        assert np.allclose(proj["RTu"], np.outer(form, form))
assert trilinear_count == {1: 0, 2: 1, 3: 0}

# ---------- Part 2: pair-potential slab ----------
a_lat, phi0, rho = 3.9, 0.1, 0.3      # angstrom, eV, angstrom
r0 = a_lat / np.sqrt(2)


def relax_a_ions(slab, R, T, uniform):
    """Net A displacement along x per formula unit, and the plane averages."""
    pos = slab["pos"]
    a_ids = np.flatnonzero(slab["species"] == "A")
    o_ids = np.flatnonzero(slab["species"] == "O")
    pa, po, vectors = [], [], []
    for i in a_ids:
        for k in o_ids:
            d = pos[k] - pos[i]
            d[:2] = (d[:2] + 2) % 4 - 2
            if d @ d == 2:
                pa.append(i)
                po.append(k)
                vectors.append(d * a_lat / 2)
    pa, po, vectors = np.array(pa), np.array(po), np.array(vectors)
    oxygen = R * slab["rot"] + T * slab["tilt_x"]
    heights = sorted(set(pos[a_ids, 2].tolist()))
    modes = []
    if uniform:
        for z in heights:
            members = (slab["species"] == "A") & (pos[:, 2] == z)
            modes.append(members[:, None] * X)
    else:
        for i in a_ids:
            for axis in (X, Y):
                mode = np.zeros((len(pos), 3))
                mode[i] = axis
                modes.append(mode)
    modes = np.array(modes)

    def gradient(v):
        s = np.tensordot(v, modes, 1)
        vec = vectors + oxygen[po] - s[pa]
        r = np.linalg.norm(vec, axis=1)
        push = (phi0 / rho * np.exp(-(r - r0) / rho) / r)[:, None] * vec
        g = np.zeros((len(pos), 3))
        np.add.at(g, pa, push)
        return np.tensordot(modes, g, 2)

    sol = root(gradient, np.zeros(len(modes)), tol=1e-12)
    assert np.max(np.abs(gradient(sol.x))) < 1e-8
    s = np.tensordot(sol.x, modes, 1)
    planes = [s[a_ids][pos[a_ids, 2] == z, 0].mean() for z in heights]
    return sum(planes), np.array(planes)


phi2, phi1_over_r = phi0 / rho**2, -phi0 / rho / r0
G = 2 / a_lat * (phi2 - phi1_over_r)
k_ap = 2 * (phi2 + phi1_over_r)
k_eq = phi2 + 3 * phi1_over_r
outer_coef = -G / (k_ap + k_eq)
inner_coef = 2 * G / (k_ap + 2 * k_eq)
net_coef = -2 * G * k_eq / ((k_ap + k_eq) * (k_ap + 2 * k_eq))

q = 0.005
net, planes = relax_a_ions(slabs[2], q, q, True)
assert np.allclose(planes / q**2, [outer_coef, inner_coef, outer_coef], rtol=0.01)
assert abs(net / q**2 / net_coef - 1) < 0.02
free = relax_a_ions(slabs[2], q, q, False)[0]
free_coef = free / q**2
for fr, ft in ((2, 1), (1, 2), (2, 2), (-1, 1), (1, -1), (-1, -1)):
    scaled = relax_a_ions(slabs[2], fr * q, ft * q, False)[0]
    assert abs(scaled / free / (fr * ft) - 1) < 0.03
for n in (1, 3):
    assert abs(relax_a_ions(slabs[n], 0.1, 0.1, False)[0]) < 1e-8
slab_ratio = {amp: relax_a_ions(slabs[2], amp, amp, True)[0] / (net_coef * amp**2)
              for amp in (0.05, 0.1, 0.2)}

# ---------- Part 3: Landau model ----------
a1, a2, b1, b2, d = -2.0, -3.0, 8.0, 8.0, 3.0
kappa, gamma, charge, volume = 4.0, 2.0, 5.0, 150.0
cross_stiff, beta, eps_inf = 1.0, 20.0, 5.0
temperature, breakdown = 300.0, 5.0
to_uC = sc.e * 1e20 * 100 * charge / volume   # u in angstrom -> uC/cm2


def landau(v, A1=a1, A2=a2, K=kappa, g=gamma, field=0.0, ec=0.0, bt=0.0):
    q1, q2, u = v
    return (A1*q1**2/2 + b1*q1**4/4 + A2*q2**2/2 + b2*q2**4/4
            + d*q1**2*q2**2/2 + K*u**2/2 + g*q1*q2*u - charge*field*u
            + ec*(q1**2 + q2**2)*u**2/2 + bt*u**4/4)


def lowest(start=(0.5, 0.5, 0.0), **kw):
    return minimize(lambda v: landau(v, **kw), start, method="BFGS",
                    options=dict(gtol=1e-8)).x


def amplitudes(A1=a1, A2=a2, K=kappa, g=gamma):
    dp = d - g**2 / K
    det = b1*b2 - dp**2
    return np.sqrt([(-A1*b2 + A2*dp) / det, (-A2*b1 + A1*dp) / det])


Q1, Q2 = amplitudes()
u_eq = -gamma / kappa * Q1 * Q2
ground = landau((Q1, Q2, u_eq))
for A1, A2 in ((-2, -3), (-2.5, -3), (-2, -2), (-3, -2.5)):
    v = lowest(A1=A1, A2=A2)
    assert np.allclose(v[:2], amplitudes(A1, A2), atol=1e-5)
    assert abs(v[2] + gamma / kappa * v[0] * v[1]) < 1e-5
for s1, s2 in product((1, -1), repeat=2):
    v = lowest((0.5*s1, 0.5*s2, 0.0))
    assert np.allclose(v, [s1*Q1, s2*Q2, s1*s2*u_eq], atol=1e-5)
rng = np.random.default_rng(1)
found = [landau(lowest(rng.uniform(-1, 1, 3))) for _ in range(12)]
assert abs(min(found) - ground) < 1e-8
uncoupled = amplitudes(g=0.0)
v = lowest(g=0.0)
assert np.allclose(v, [*uncoupled, 0.0], atol=1e-5)
only1, only2 = -a1**2 / (4*b1), -a2**2 / (4*b2)
for frozen, expected in ((0, only2), (1, only1)):   # one distortion held at zero
    def held(w, k=frozen):
        return landau(np.insert(w, k, 0.0))
    res = minimize(held, [0.5, 0.3], method="BFGS", options=dict(gtol=1e-8))
    assert abs(res.x[1]) < 1e-5 and abs(res.fun - expected) < 1e-8

# Limit of stability under a uniform opposing field
dprime = d - gamma**2 / kappa


def h_of_ratio(r):
    y = (a1*r**2 - a2) / (b2 - b1*r**4)
    return -r * (a1 + y * (b1*r**2 + dprime))


fold = minimize_scalar(lambda r: -h_of_ratio(r), bounds=(1e-3, Q1/Q2),
                       method="bounded", options=dict(xatol=1e-10))
field_c = -fold.fun * kappa / (gamma * charge)       # V/angstrom


def descend(start, field):
    def velocity(t, w):
        return [-(landau(w + 1e-5*e, field=field)
                  - landau(w - 1e-5*e, field=field)) / 2e-5 for e in np.eye(3)]
    return solve_ivp(velocity, (0, 400), start, method="LSODA",
                     rtol=1e-7, atol=1e-9).y[:, -1]


state = np.array([Q1, Q2, u_eq])
for fraction in (0.3, 0.6, 0.8, 0.9, 0.95, 0.98):
    state = descend(state, fraction * field_c)
assert state[0] > 0 and state[1] > 0
before = state.copy()
state = descend(state, 1.02 * field_c)
assert state[0] < 0 < state[1] and state[2] > 0
after = descend(state, 0.0)
assert np.allclose(after, [-Q1, Q2, -u_eq], atol=1e-4)

# Neglected effects, sized for the same parameters
anh = lowest(ec=cross_stiff, bt=beta)
anh_stiff = kappa + cross_stiff*(anh[0]**2 + anh[1]**2) + beta*anh[2]**2
assert abs(anh[2] + gamma*anh[0]*anh[1]/anh_stiff) < 1e-5
depol = charge**2 * sc.e / sc.epsilon_0 * 1e10 / (eps_inf * volume)
open_state = lowest(K=kappa + depol)
open_q = amplitudes(K=kappa + depol)
assert np.allclose(open_state[:2], open_q, atol=1e-5)
assert abs(open_state[2] + gamma*open_q.prod()/(kappa + depol)) < 1e-5

kT = sc.k * temperature / sc.e
grid = (np.arange(90) + 0.5) * 1.2 / 90
ugrid = np.linspace(-1.0, 0.6, 101)
g1, g2, gu = np.meshgrid(grid, grid, ugrid, indexing="ij")
weight = np.exp(-(landau((g1, g2, gu)) - ground) / kT)
mean_u = np.sum(weight * gu) / np.sum(weight)
mean_product = np.sum(weight * g1 * g2) / np.sum(weight)
assert abs(mean_u + gamma / kappa * mean_product) < 1e-5


def angle(amp):
    return np.degrees(np.arctan(2 * amp / a_lat))


print("SYMMETRY: trilinear invariants R*T*u for 1, 2, 3 layers:",
      *trilinear_count.values())
print(f"PAIR SLAB: a = {a_lat} A, phi(r0) = {phi0} eV, decay length = {rho} A")
print(f"r0 = {r0:.3f} A; phi'' = {phi2:.3f}, phi'/r0 = {phi1_over_r:.3f} eV/A^2")
print(f"G = {G:.3f} eV/A^3; k_ap = {k_ap:.3f}, k_eq = {k_eq:.3f} eV/A^2")
print(f"outer-plane displacement/(RT) = {outer_coef:.4f} 1/A")
print(f"inner-plane displacement/(RT) = {inner_coef:.4f} 1/A")
print(f"net A displacement/(RT), formula = {net_coef:.4f} 1/A")
print(f"net A displacement/(RT), relaxed planes = {net/q**2:.4f} 1/A")
print(f"net A displacement/(RT), all A free in plane = {free_coef:.4f} 1/A")
for amp, ratio in slab_ratio.items():
    print(f"R = T = {amp} A ({angle(amp):.1f} deg): net/leading law = {ratio:.3f}")
print(f"LANDAU INPUT: a1 = {a1}, a2 = {a2} eV/A^2; b1 = {b1}, b2 = {b2} eV/A^4")
print(f"d = {d} eV/A^4, kappa = {kappa} eV/A^2, gamma = {gamma} eV/A^3")
print(f"Z = {charge} (units of e), V = {volume} A^3 per formula unit")
print(f"gamma^2/kappa = {gamma**2/kappa:.3f}, d' = {dprime:.3f} eV/A^4")
print(f"Q1 = {Q1:.4f} A ({angle(Q1):.1f} deg), Q2 = {Q2:.4f} A ({angle(Q2):.1f} deg)")
print(f"Q1*Q2 = {Q1*Q2:.4f} A^2, u = {u_eq:.4f} A")
print(f"P = {u_eq*to_uC:.3f} uC/cm2 = {u_eq*to_uC/100:.4f} C/m2")
print(f"P/(Q1*Q2) = {-gamma/kappa*to_uC:.2f} uC/cm2 per A^2")
print(f"without trilinear term: Q1 = {uncoupled[0]:.4f} A, Q2 = {uncoupled[1]:.4f} A")
print(f"energy: Q1 only {only1:.4f}, Q2 only {only2:.4f}, both {ground:.4f} eV/f.u.")
print(f"SWITCHING: critical h = {-fold.fun:.4f} eV/A^2 at Q1/Q2 = {fold.x:.4f}")
print(f"uniform switching field = {field_c*100:.2f} MV/cm")
print(f"rough assumed breakdown field = {breakdown} MV/cm,"
      f" ratio = {field_c*100/breakdown:.2f}")
print(f"at 0.98 of it: Q1 = {before[0]:.3f}, Q2 = {before[1]:.3f} A")
print(f"at 1.02 of it: Q1 = {state[0]:.3f}, Q2 = {state[1]:.3f} A")
print(f"after field removal: P = {after[2]*to_uC:.3f} uC/cm2")
print(f"ANHARMONIC: e_c = {cross_stiff}, beta = {beta} eV/A^4")
print(f"Q1 = {anh[0]:.4f}, Q2 = {anh[1]:.4f} A, P = {anh[2]*to_uC:.3f} uC/cm2")
print(f"effective stiffness = {anh_stiff:.3f} eV/A^2,"
      f" P/(Q1*Q2) relative to leading law = {kappa/anh_stiff:.3f}")
print(f"OPEN CIRCUIT: eps_inf = {eps_inf}, added stiffness = {depol:.3f} eV/A^2")
print(f"Q1 = {open_q[0]:.4f}, Q2 = {open_q[1]:.4f} A,"
      f" P = {open_state[2]*to_uC:.3f} uC/cm2")
print(f"P relative to short circuit = {open_state[2]/u_eq:.3f}")
print(f"THERMAL: T = {temperature} K, kT = {kT:.5f} eV, independent cells")
print(f"mean Q1*Q2 = {mean_product:.4f} A^2, mean P = {mean_u*to_uC:.3f} uC/cm2")
print(f"mean P relative to static minimum = {mean_u/u_eq:.3f}")
print("tests ok")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 163, in <module>
    assert np.allclose(planes / q**2, [outer_coef, inner_coef, outer_coef], rtol=0.01)
AssertionError
```

Likely cause: The formula for the coupling coefficient G of the pair-potential slab was wrong. The equatorial oxygens that both rotation and tilt move are offset from the A ion along the tilt axis and vertically, whereas the derivation had placed them perpendicular to that axis. The correct third derivative of the pair energy gives G = (φ‴ − φ″/r0 + φ′/r0²)/√2 in place of (2/a)(φ″ − φ′/r0), which changes the sign and size of the predicted displacements, and φ‴ is now printed too. The slab relaxation, every test and every tolerance are unchanged.

The change:

```diff
@@ -151,6 +151,8 @@
 
 
-phi2, phi1_over_r = phi0 / rho**2, -phi0 / rho / r0
-G = 2 / a_lat * (phi2 - phi1_over_r)
+# Derivatives of the pair energy at r0. Oxygens moved by both distortions sit
+# at (+-a/2, 0, +-a/2) from the A ion when the tilt axis is x.
+phi3, phi2, phi1_over_r = -phi0 / rho**3, phi0 / rho**2, -phi0 / rho / r0
+G = (phi3 - phi2 / r0 + phi1_over_r / r0) / np.sqrt(2)
 k_ap = 2 * (phi2 + phi1_over_r)
 k_eq = phi2 + 3 * phi1_over_r
@@ -282,5 +284,6 @@
 print(f"PAIR SLAB: a = {a_lat} A, phi(r0) = {phi0} eV, decay length = {rho} A")
 print(f"r0 = {r0:.3f} A; phi'' = {phi2:.3f}, phi'/r0 = {phi1_over_r:.3f} eV/A^2")
-print(f"G = {G:.3f} eV/A^3; k_ap = {k_ap:.3f}, k_eq = {k_eq:.3f} eV/A^2")
+print(f"phi''' = {phi3:.3f} eV/A^3, G = {G:.3f} eV/A^3")
+print(f"k_ap = {k_ap:.3f}, k_eq = {k_eq:.3f} eV/A^2")
 print(f"outer-plane displacement/(RT) = {outer_coef:.4f} 1/A")
 print(f"inner-plane displacement/(RT) = {inner_coef:.4f} 1/A")
```

After the repair:

```
SYMMETRY: trilinear invariants R*T*u for 1, 2, 3 layers: 0 1 0
PAIR SLAB: a = 3.9 A, phi(r0) = 0.1 eV, decay length = 0.3 A
r0 = 2.758 A; phi'' = 1.111, phi'/r0 = -0.121 eV/A^2
phi''' = -3.704 eV/A^3, G = -2.935 eV/A^3
k_ap = 1.980, k_eq = 0.748 eV/A^2
outer-plane displacement/(RT) = 1.0754 1/A
inner-plane displacement/(RT) = -1.6879 1/A
net A displacement/(RT), formula = 0.4630 1/A
net A displacement/(RT), relaxed planes = 0.4629 1/A
net A displacement/(RT), all A free in plane = 1.2249 1/A
R = T = 0.05 A (1.5 deg): net/leading law = 0.995
R = T = 0.1 A (2.9 deg): net/leading law = 0.979
R = T = 0.2 A (5.9 deg): net/leading law = 0.923
LANDAU INPUT: a1 = -2.0, a2 = -3.0 eV/A^2; b1 = 8.0, b2 = 8.0 eV/A^4
d = 3.0 eV/A^4, kappa = 4.0 eV/A^2, gamma = 2.0 eV/A^3
Z = 5.0 (units of e), V = 150.0 A^3 per formula unit
gamma^2/kappa = 1.000, d' = 2.000 eV/A^4
Q1 = 0.4082 A (11.8 deg), Q2 = 0.5774 A (16.5 deg)
Q1*Q2 = 0.2357 A^2, u = -0.1179 A
P = -6.294 uC/cm2 = -0.0629 C/m2
P/(Q1*Q2) = -26.70 uC/cm2 per A^2
without trilinear term: Q1 = 0.3568 A, Q2 = 0.5721 A
energy: Q1 only -0.1250, Q2 only -0.2812, both -0.3333 eV/f.u.
SWITCHING: critical h = 0.3508 eV/A^2 at Q1/Q2 = 0.4255
uniform switching field = 14.03 MV/cm
rough assumed breakdown field = 5.0 MV/cm, ratio = 2.81
at 0.98 of it: Q1 = 0.274, Q2 = 0.580 A
at 1.02 of it: Q1 = -0.467, Q2 = 0.596 A
after field removal: P = 6.294 uC/cm2
ANHARMONIC: e_c = 1.0, beta = 20.0 eV/A^4
Q1 = 0.4000, Q2 = 0.5752 A, P = -5.247 uC/cm2
effective stiffness = 4.684 eV/A^2, P/(Q1*Q2) relative to leading law = 0.854
OPEN CIRCUIT: eps_inf = 5.0, added stiffness = 6.032 eV/A^2
Q1 = 0.3784, Q2 = 0.5731 A, P = -2.309 uC/cm2
P relative to short circuit = 0.367
THERMAL: T = 300.0 K, kT = 0.02585 eV, independent cells
mean Q1*Q2 = 0.2013 A^2, mean P = -5.374 uC/cm2
mean P relative to static minimum = 0.854
tests ok
```
